\section*{Electronic Heat Capacity of Charge-Neutral Graphene with Linear Bands}

\section{A sheet that heats less than expected}

A neutral graphene sheet with band velocity $10^6\,\mathrm{m/s}$ has its electrons at 300 K and absorbs $10^{-3}\,\mathrm{J/m^2}$. Suppose that the electrons keep all of this energy and pass none to the lattice. Dividing this energy by the heat capacity at 300 K predicts a final electron temperature of about 7120 K. The energy balance of the same model gives about 1230 K. The difference arises because the heat capacity grows as the square of the temperature:
\begin{equation}
C=\frac{18\,\zeta(3)\,k_B^3T^2}{\pi\hbar^2v^2}.
\label{eq:result}
\end{equation}
Here $C$ is the electronic heat capacity per area, $T$ the electron temperature, $v$ the band velocity, and $\zeta(s)=\sum_{m=1}^{\infty}m^{-s}$. The lattice has its own heat capacity, which is not included.

The model consists of non-interacting electrons with energies $\pm\hbar v|\mathbf k|$, where $\mathbf k$ is measured from the band-touching point of a valley. There are two spins and two valleys. The area and $v$ are fixed, the net charge is zero, and both bands share one temperature and one chemical potential $\mu$. Energies are measured from the touching point, and the total energy from that of the filled valence band.

\section{Counting the states}

In a large periodic sheet of area $A$ the allowed wave vectors have density $A/(2\pi)^2$. The number of states per area in one band with wave number below $k$, including the degeneracy of four, is
\begin{equation}
N(k)=4\,\frac{\pi k^2}{(2\pi)^2}=\frac{k^2}{\pi}.
\end{equation}
Substituting $k=E/(\hbar v)$ and differentiating gives the density of states per area,
\begin{equation}
D(E)=\frac{d}{dE}\frac{E^2}{\pi\hbar^2v^2}
=\frac{2E}{\pi\hbar^2v^2},\qquad E>0.
\label{eq:dos}
\end{equation}
The valence band has the same density at $-E$. Replacing the sum over states by an integral requires the sheet to be much larger than $1/k_T$, where
\begin{equation}
k_T=\frac{k_BT}{\hbar v}
\end{equation}
is the thermal wave number. For $v=10^6\,\mathrm{m/s}$ and $T=300\,\mathrm K$, $k_T=3.928\times10^7\,\mathrm{m^{-1}}$, so $1/k_T$ is about 25 nm.

\section{Neutrality fixes the chemical potential}

Let $f(y)=1/(e^{y/k_BT}+1)$. A conduction state at $E$ is occupied with probability $f(E-\mu)$. A valence state at $-E$ is empty with probability
\begin{equation}
1-f(-E-\mu)=f(E+\mu),
\end{equation}
because $1-f(-y)=f(y)$. The net electron density, electrons minus holes, is therefore
\begin{equation}
n=\int_0^\infty D(E)\,[f(E-\mu)-f(E+\mu)]\,dE.
\label{eq:n}
\end{equation}
Since $f$ decreases with its argument, the first term increases with $\mu$ and the second, with its minus sign, also increases. Thus $n$ is a strictly increasing function of $\mu$. It vanishes at $\mu=0$, so neutrality gives $\mu=0$ at every temperature in this model. No term from a moving chemical potential enters the temperature derivative.

\section{Energy and heat capacity}

A conduction electron adds energy $E$. Removing an electron from $-E$ also adds $E$. The two contributions are equal at $\mu=0$, and with $x=E/(k_BT)$ the thermal energy per area is
\begin{align}
u&=2\int_0^\infty D(E)\,E f(E)\,dE\nonumber\\
&=\frac{4(k_BT)^3}{\pi\hbar^2v^2}
\int_0^\infty\frac{x^2}{e^x+1}\,dx.
\label{eq:uint}
\end{align}
Two powers of $k_BT$ come from $E^2$ and one from $dE$.

For $x>0$,
\begin{equation}
\frac1{e^x+1}=\frac{e^{-x}}{1+e^{-x}}
=\sum_{m=1}^{\infty}(-1)^{m+1}e^{-mx}.
\end{equation}
The terms alternate and decrease in size, so every partial sum lies between zero and $e^{-x}$. As $x^je^{-x}$ is integrable for $j\ge1$, the series may be integrated term by term. With $\int_0^\infty x^je^{-mx}dx=j!/m^{j+1}$,
\begin{equation}
\int_0^\infty\frac{x^j}{e^x+1}dx
=j!\sum_{m=1}^{\infty}\frac{(-1)^{m+1}}{m^{j+1}}.
\end{equation}
The alternating sum is the full sum minus twice its even terms:
\begin{equation}
\sum_{m=1}^{\infty}\frac{(-1)^{m+1}}{m^{j+1}}
=\zeta(j+1)-2\sum_{m=1}^{\infty}\frac1{(2m)^{j+1}}
=(1-2^{-j})\zeta(j+1).
\label{eq:alternating}
\end{equation}
For $j=2$ the integral is $2\cdot\frac34\zeta(3)=\frac32\zeta(3)$. Hence
\begin{equation}
u=\frac{6\zeta(3)(k_BT)^3}{\pi\hbar^2v^2},
\qquad
C=\frac{du}{dT}=\frac{3u}{T}
=\frac{18\zeta(3)k_B^3T^2}{\pi\hbar^2v^2}.
\end{equation}
This proves Eq.~(\ref{eq:result}).

The carrier density explains the power of $T$. For $j=1$ the integral is $\frac12\zeta(2)=\pi^2/12$, so the density of thermal electrons, equal to that of holes, is
\begin{equation}
n_e=\frac{2k_T^2}{\pi}\,\frac{\pi^2}{12}=\frac{\pi k_T^2}{6}.
\label{eq:ne}
\end{equation}
The energy per carrier is $u/(2n_e)=18\zeta(3)k_BT/\pi^2\approx2.19\,k_BT$. The number of carriers grows as $T^2$ and the energy of each as $T$.

\section{The numbers at 300 K and after heating}

With $k_BT=25.852$ meV,
\begin{align}
u&=\frac{6(1.20206)}{\pi}\,(25.852\,\mathrm{meV})
(3.92761\times10^7\,\mathrm{m^{-1}})^2\nonumber\\
&=9.155\times10^{16}\,\mathrm{meV/m^2}
=1.467\times10^{-5}\,\mathrm{J/m^2},\\
C&=\frac{3(1.467\times10^{-5})}{300}\,
\mathrm{\frac{J}{K\,m^2}}
=1.467\times10^{-7}\,\mathrm{\frac{J}{K\,m^2}}.
\end{align}
Equation~(\ref{eq:ne}) gives $n_e=8.08\times10^{14}\,\mathrm{m^{-2}}$.

Let the electrons keep an absorbed energy $Q=10^{-3}\,\mathrm{J/m^2}$ and reach a new common temperature $T_1$ at $\mu=0$. Write $C=\beta T^2$, with $\beta=1.6298\times10^{-12}\,\mathrm{J/(K^3m^2)}$. Integrating from $T_0=300$ K gives
\begin{align}
Q&=\frac{\beta}{3}(T_1^3-T_0^3),\\
T_1&=\left[300^3+
\frac{3\times10^{-3}}{1.6298\times10^{-12}}\right]^{1/3}\mathrm K
\approx1230\,\mathrm K.
\end{align}
Holding $C$ at its initial value gives instead $300+10^{-3}/(1.467\times10^{-7})\approx7120$ K. By 1230 K the heat capacity is about 17 times its initial value. Energy loss to phonons during the heating would lower $T_1$. These numbers also take $v$ as a constant. In real graphene near neutrality, Coulomb interactions raise the velocity logarithmically at low energy, by an amount that depends on the dielectric surroundings, so the $T^2$ law acquires a logarithmic correction. Since $C\propto v^{-2}$, a velocity of $1.2\times10^6\,\mathrm{m/s}$ alone would lower $C$ by about 30 percent and raise $T_1$ to about 1390 K.

\section{When electrons and holes cannot convert}

The shared $\mu$ requires processes that change the number of electron--hole pairs. Suppose instead that the electrons and holes each have a common temperature, but their two numbers are separately conserved. Start from the neutral state with $\mu=0$. By symmetry both species acquire the same reduced chemical potential $z$, each measured for its own carriers. Define
\begin{equation}
I_j(z)=\int_0^\infty\frac{x^j}{e^{x-z}+1}\,dx.
\end{equation}
Then
\begin{equation}
n_e=\frac{2(k_BT)^2}{\pi\hbar^2v^2}I_1(z),\qquad
u=\frac{4(k_BT)^3}{\pi\hbar^2v^2}I_2(z).
\end{equation}
The integrand depends on $x-z$ apart from $x^j$. Hence a $z$ derivative of the Fermi factor is minus its $x$ derivative, and integration by parts gives $I_j'=jI_{j-1}$ for $j\ge1$. Keeping $n_e$ fixed requires
\begin{equation}
\frac{2I_1}{T}\,dT+I_0\,dz=0,
\qquad
\frac{dz}{dT}=-\frac{2I_1}{TI_0}.
\end{equation}
The heat capacity at fixed numbers is then
\begin{align}
C_N&=\frac{4k_B^3}{\pi\hbar^2v^2}
\left(3T^2I_2+T^3\,2I_1\frac{dz}{dT}\right)\nonumber\\
&=\frac{4k_B^3T^2}{\pi\hbar^2v^2}
\left(3I_2-\frac{4I_1^2}{I_0}\right).
\end{align}
At $z=0$, $I_0=[-\ln(1+e^{-x})]_0^\infty=\ln2$, $I_1=\pi^2/12$ and $I_2=\frac32\zeta(3)$. Dividing by $C$, whose bracket is $3I_2$, gives
\begin{equation}
\frac{C_N}{C}=1-\frac{4I_1^2}{3I_2I_0}
=1-\frac{\pi^4}{162\,\zeta(3)\ln2}\approx0.278.
\end{equation}
This is the value at the start of heating; $z$ then becomes negative and the ratio falls, to about 0.16 at 400 K and 0.07 at 600 K. The remaining 72 percent of $C$ is $(\partial u/\partial n_e)_T\,dn_e/dT$, the part due to the growth in carrier number. It exceeds the fraction $\frac23$ suggested by the powers of $T$, because adding a pair at fixed $T$ costs $4I_1k_BT/I_0\approx4.75\,k_BT$, more than the mean pair energy of $4.38\,k_BT$. Equation~(\ref{eq:result}) therefore describes a hot sheet after pair creation and recombination have established one $\mu$, not necessarily the first moments after a light pulse.

The heating example shows what this demands. Since $n_e\propto T^2$, the electron density must rise by
\begin{equation}
8.08\times10^{14}\left[\left(\frac{1231.5}{300}\right)^2-1\right]
\mathrm{m^{-2}}\approx1.28\times10^{16}\,\mathrm{m^{-2}}.
\end{equation}
The absorbed energy per additional pair is $7.8\times10^{-20}$ J, or about 0.49 eV. If each absorbed photon makes one pair and has more energy than this, the light alone makes too few pairs, and carrier scattering must make the rest. If it has less, pairs must recombine.

\section{A small net charge}

Now restore the shared $\mu$ and let the net density $n$ be small and fixed. Differentiating Eq.~(\ref{eq:n}) at $\mu=0$,
\begin{align}
\chi=\left.\frac{\partial n}{\partial\mu}\right|_{0}
&=2\int_0^\infty D(E)\left(-\frac{df}{dE}\right)dE\nonumber\\
&=\frac{4}{\pi\hbar^2v^2}\int_0^\infty f(E)\,dE
=\frac{4\ln2\,k_BT}{\pi\hbar^2v^2}.
\end{align}
The second line uses integration by parts; the boundary term $Ef$ vanishes at both ends. Because $n$ is odd in $\mu$, $\mu=n/\chi+O(n^3)$. The free energy per area obeys $\partial F/\partial n=\mu$, so
\begin{equation}
F(n,T)=F(0,T)+\frac{n^2}{2\chi}+O(n^4).
\end{equation}
With $C=-T(\partial^2F/\partial T^2)_n$ and $d^2(1/T)/dT^2=2/T^3$,
\begin{equation}
\delta C=-T\,\frac{\pi\hbar^2v^2n^2}{8\ln2\,k_B}\,\frac2{T^3}
=-\frac{\pi\hbar^2v^2n^2}{4\ln2\,k_BT^2}.
\end{equation}
The sign has a direct meaning. The added energy due to doping is $\delta F-T\,\partial_T\delta F=n^2/\chi$ to this order. It falls as $1/T$ and so lowers the heat capacity. Relative to the neutral value,
\begin{equation}
\frac{\delta C}{C}=-\frac{\pi^2n^2}{72\,\zeta(3)\ln2\,k_T^4}.
\label{eq:doping}
\end{equation}

For $n=10^{14}\,\mathrm{m^{-2}}$ at 300 K this is $-6.91\times10^{-4}$. Solving for $\mu$ at fixed density and differentiating the energy numerically gives $-6.90\times10^{-4}$. Here $\mu=1.90$ meV, or $0.073\,k_BT$, so the expansion is well placed.

The relative correction grows as $T^{-4}$ on cooling. For this density its leading form reaches ten percent near 87 K, where the linear estimate of $\mu$ is already about $0.9\,k_BT$. The small-doping expansion is then no longer reliable: the full change at 87 K is about $-7$ percent, and it turns positive below about 35 K as the carriers become degenerate. A sheet with any fixed nonzero net density leaves the neutral regime as $T\to0$.

\section{Where the bands stop being linear}

To find the first effect of band curvature, take a honeycomb lattice with nearest-neighbour hopping $t$, bond length $d$ and equal site energies. Its bands are $E=\pm t|f_{\mathbf k}|$, with
\begin{equation}
f_{\mathbf k}=1+e^{ia}+e^{ib},\qquad
a=\mathbf k\cdot\mathbf a_1,\quad b=\mathbf k\cdot\mathbf a_2,
\end{equation}
where the lattice vectors have length $\sqrt3d$ and enclose $60^\circ$. The sum vanishes when $e^{ia}$ and $e^{ib}$ are $e^{2\pi i/3}$ and $e^{-2\pi i/3}$, in either order: these are the two valleys. A small displacement $\mathbf q$ changes the phases by $\delta a$ and $\delta b$, and
\begin{equation}
|f_{\mathbf k}|^2\approx\delta a^2+\delta b^2-\delta a\,\delta b
=3d^2q^2\cdot\frac34=\frac94d^2q^2.
\end{equation}
The factor $\frac34$ follows from $\cos^2\theta+\cos^2\theta'-\cos\theta\cos\theta'=\frac34$ for $\theta-\theta'=60^\circ$. Thus $\hbar v=3td/2$.

The states are uniform in $(a,b)$. Let $X$ and $Y$ be the real and imaginary parts of $f_{\mathbf k}$. Then
\begin{equation}
\left|\frac{\partial(X,Y)}{\partial(a,b)}\right|
=|\sin b\cos a-\sin a\cos b|=|\sin(a-b)|.
\end{equation}
With $s=|f_{\mathbf k}-1|=2|\cos[(a-b)/2]|$, this equals $s\sqrt{1-s^2/4}$. The density of states in the $(X,Y)$ plane is proportional to
\begin{equation}
G(s)=\frac1{s\sqrt{1-s^2/4}}.
\end{equation}
On a circle of radius $r=E/t$ about $f_{\mathbf k}=0$, linear and cubic Taylor terms average to zero. Since $\langle X^2\rangle=\langle Y^2\rangle=r^2/2$ and $\langle XY\rangle=0$,
\begin{equation}
\langle G\rangle=G_0+\frac{r^2}{4}(\nabla^2G)_0+O(r^4),
\end{equation}
where the subscript denotes $f_{\mathbf k}=0$, that is, $s=1$. For $L=\ln G$,
\begin{align}
L'&=-\frac1s+\frac{s}{4-s^2}\;\longrightarrow\;-\frac23,\\
L''&=\frac1{s^2}+\frac{4+s^2}{(4-s^2)^2}\;\longrightarrow\;\frac{14}{9}.
\end{align}
As $G$ is radial about $f_{\mathbf k}=1$,
\begin{equation}
\frac{\nabla^2G}{G}=L''+(L')^2+\frac{L'}s
=\frac{14}{9}+\frac49-\frac69=\frac43.
\end{equation}
The linear density of states is therefore multiplied by $1+E^2/(3t^2)+O(E^4/t^4)$.

The two lattice bands are symmetric, so $\mu=0$ still holds. Using $\partial f/\partial T=(E/T)(-\partial f/\partial E)$,
\begin{equation}
C=\frac2T\int D(E)E^2\left(-\frac{\partial f}{\partial E}\right)dE.
\end{equation}
For $k_BT\ll t$ the upper limit may be taken to infinity in the low-temperature expansion. Integration by parts and Eq.~(\ref{eq:alternating}) give weights $3I_2=\frac92\zeta(3)$ for the linear term and $5I_4=5\cdot24\cdot\frac{15}{16}\zeta(5)=\frac{225}{2}\zeta(5)$ for the cubic term. Their ratio is $25\zeta(5)/\zeta(3)$, and hence
\begin{equation}
\frac{C_{\mathrm{lattice}}}{C}
=1+\frac{25\zeta(5)}{3\zeta(3)}\left(\frac{k_BT}{t}\right)^2
+O\!\left[\left(\frac{k_BT}{t}\right)^4\right].
\end{equation}
The coefficient is 7.19. It is large because the cubic term gives extra weight to energies several times $k_BT$.

A sum over the full honeycomb bands tests both the prefactor of Eq.~(\ref{eq:result}) and this correction. At $k_BT/t=0.02$ it gives a ratio of 1.00290, against 1.00288 from the expansion. For $t=3$ eV the excess over the linear-band value is 0.05 percent at 300 K and 0.6 percent at 1000 K. At 3000 K it is 6.9 percent, while the leading correction gives 5.3 percent, so higher terms have become visible. These figures concern this lattice model; interactions, disorder and further hopping are left out. A second-neighbour hopping $t'$ enters at the same order in $k_BT/t$: for $|t'|=0.1t$ the coefficient rises from 7.19 to about 8.6, and $\mu$ moves off zero by about $0.02\,k_BT$ at 1000 K. The numerical output below lists the values in full.

\section*{Calculated quantities}
\begin{verbatim}
Band velocity: 1.000e+06 m/s
Initial electron temperature: 300.0 K
Hopping: 3.00 eV
zeta(3): 1.20205690 (dimensionless)
Fermi integral of x^2: 1.80308535 (dimensionless)
Thermal energy kB T: 25.8520 meV
Thermal wave vector kB T/(hbar v): 3.92761e+07 1/m
Thermal electron density (holes equal): 8.07710e+14 1/m^2
Thermal energy per area: 1.46686e-05 J/m^2
Heat capacity, formula: 1.466857e-07 J/(K m^2)
Heat capacity, numerical derivative: 1.466857e-07 J/(K m^2)
Heat capacity / T^2: 1.629841e-12 J/(K^3 m^2)
Net doping: 1.000e+14 1/m^2
Chemical potential at this doping: 1.8983 meV
Relative doping change, numerical: -6.89681e-04
Relative doping change, formula: -6.91358e-04
C ratio, separate number conservation: 0.278338
Same ratio, formula: 0.278338
Absorbed energy: 1.000e-03 J/m^2
Final temperature, cubic law: 1231.50 K
Final temperature, numerical balance: 1231.50 K
Wrong estimate with constant C: 7117.30 K
Curvature coefficient: 7.188565 (dimensionless)
Test kB T/t: 0.0200 (dimensionless)
Lattice/linear C at test point: 1.0029037
Leading prediction at test point: 1.0028754
State-count cutoff E/t: 0.30 (dimensionless)
Lattice/linear state count: 1.01497
Leading state-count prediction: 1.01500
At 300 K: kB T/t = 0.008617; lattice/linear C = 1.000535; leading = 1.000534
At 1000 K: kB T/t = 0.028724; lattice/linear C = 1.006053; leading = 1.005931
At 3000 K: kB T/t = 0.086173; lattice/linear C = 1.068502; leading = 1.053381
\end{verbatim}
